# Stoney's formula for film stress from wafer bow

A flat wafer is coated on one face with a thin film. If the film would be smaller than the wafer when free, being bonded holds it stretched. It pulls on the wafer from one side, and the wafer bends until the coated face is slightly hollow. A film that would be larger when free is held compressed and bends the wafer the other way. The bow can be measured without touching the film. How much stress in the film does a given bow imply?

Let the wafer have thickness $h_s$, radius $R$, Young's modulus $E_s$ and Poisson ratio $\nu_s$, and let the film have thickness $h_f$. The wafer is uniform, isotropic and linear elastic, with $h_f\ll h_s\ll R$. The film is continuous, and its stress $\sigma_f$ is the same at every place and in every in-plane direction. No outside load acts. The bow is small compared with $h_s$, a condition made quantitative below. Tension counts as positive, and $z$ is measured from the midplane of the wafer toward the film.

The wafer is stressed in two directions at once, so Young's modulus alone does not relate its stress to its strain. Hooke's law for one in-plane direction is

$$\varepsilon_x=\frac{1}{E_s}\left(\sigma_x-\nu_s\sigma_y-\nu_s\sigma_z\right).$$

The broad faces are free of normal load, and the wafer is thin, so $\sigma_z$ is taken as zero throughout the thickness. Neither in-plane direction is preferred, so $\sigma_x=\sigma_y=\sigma$ and $\varepsilon_x=\varepsilon_y=\varepsilon$. Then

$$\varepsilon=\frac{1-\nu_s}{E_s}\,\sigma,\qquad \sigma=M_s\varepsilon,\qquad M_s=\frac{E_s}{1-\nu_s}.$$

The constant $M_s$ is the biaxial modulus. For positive $\nu_s$ it exceeds $E_s$: pulling along $y$ shrinks the material along $x$, so more stress is needed to reach the same strain in both directions.

Now consider the film alone. A cut through it, perpendicular to its plane, carries the force per unit length

$$f=\sigma_f h_f .$$

A small patch in the interior of a nearly flat film is pulled equally from opposite sides. These pulls cancel, and the patch needs no shear force from the wafer below. At the rim there is no film farther out to balance the inward pull, so the wafer must hold the film's edge outward. By reaction, the film pulls the rim of the wafer inward with force $f$ per unit length. This pull acts at the upper face, not at the midplane, so it both compresses and bends the wafer.

To describe the bending, let the midplane have height $w(r)=\kappa r^2/2$ at distance $r$ from the center. For $\kappa>0$ the rim rises toward the film side, and the coated face is concave. The slope is $w'=\kappa r$. A line through the thickness, initially perpendicular to the midplane, is assumed to stay straight and perpendicular to it. It tilts by the angle $w'$, which moves a point at height $z$ inward by $zw'$. If the midplane also has a uniform strain $\varepsilon_0$, the radial displacement is

$$u_r=\varepsilon_0r-z\kappa r=(\varepsilon_0-\kappa z)\,r .$$

The radial strain is $du_r/dr$. The strain around a circle is $u_r/r$, because its circumference changes in proportion to its radius. Both equal

$$\varepsilon(z)=\varepsilon_0-\kappa z .$$

The minus sign says that bending toward the film shortens the film side, where $z>0$.

Next, cut the coated wafer along a diameter and look at one half. Nothing outside acts on it, so the forces across the cut must have zero sum and zero moment. Apart from short stretches near the rim, every unit length of the cut carries the same stresses, so both balances hold per unit length. The force balance is

$$\int_{-h_s/2}^{h_s/2}M_s(\varepsilon_0-\kappa z)\,dz+f=0 .$$

The term in $z$ integrates to zero by symmetry. What remains is

$$M_sh_s\varepsilon_0+f=0,\qquad \varepsilon_0=-\frac{f}{M_sh_s}.$$

A tensile film therefore compresses the midplane. For the moment balance about the midplane, the thin film may be placed at $z=h_s/2$:

$$\int_{-h_s/2}^{h_s/2}M_s(\varepsilon_0-\kappa z)\,z\,dz+f\,\frac{h_s}{2}=0 .$$

Here the term with $\varepsilon_0$ vanishes by symmetry, and

$$\int_{-h_s/2}^{h_s/2}z^2\,dz=\frac{2}{3}\left(\frac{h_s}{2}\right)^3=\frac{h_s^3}{12}.$$

The balance becomes

$$\frac{M_sh_s^3\kappa}{12}=\frac{fh_s}{2},\qquad \kappa=\frac{6f}{M_sh_s^2}.$$

Inserting $f=\sigma_fh_f$ and solving for the stress gives Stoney's formula,

$$\sigma_f=\frac{M_sh_s^2\kappa}{6h_f}=\frac{E_sh_s^2\kappa}{6(1-\nu_s)h_f}.$$

The square of the wafer thickness comes from two effects. The bending stiffness grows as $h_s^3$, while the lever arm of the film force grows as $h_s$. The film's elastic constants are absent because the curvature responds to the force the film exerts, whatever strain or process produced it. The same curvature could come from a stiff film with a small misfit or a compliant film with a large one.

The two balances also fix the stress inside the wafer:

$$\sigma_s(z)=M_s(\varepsilon_0-\kappa z)=-\frac{f}{h_s}\left(1+\frac{6z}{h_s}\right).$$

At the film face, $z=h_s/2$, this is $-4f/h_s$. At the back face, $z=-h_s/2$, it is $+2f/h_s$. Under a tensile film, the wafer is compressed next to the film and stretched at the back. The stress vanishes where $1+6z/h_s=0$, at $z=-h_s/6$. This level lies below the midplane because uniform compression is added to the bending.

Since the response is linear, thin films can be superposed. Several films on the same face all act at nearly the same lever arm, so their forces $f$ add. A film on the back face has the opposite lever arm and gives the opposite curvature. Equal films on both faces leave the wafer flat, but not unstressed: the terms in $z$ cancel, and a uniform stress $-2f/h_s$ remains. Zero bow thus means zero net bending moment, not zero film stress.

A measurement often gives the bow $b$, the height difference between center and rim, instead of the curvature. For a sphere of radius $\rho=1/\kappa$,

$$b=\rho-\sqrt{\rho^2-R^2}\approx\rho-\rho\left(1-\frac{R^2}{2\rho^2}\right)=\frac{\kappa R^2}{2},$$

where the square root was expanded for $R\ll\rho$. With $\kappa=2b/R^2$, Stoney's formula becomes

$$\sigma_f=\frac{M_sh_s^2b}{3h_fR^2}.$$

A real wafer may be slightly bowed before coating. If the initial bow is also small compared with $h_s$, the film adds its own curvature to the initial one, so $\kappa$ and $b$ stand for the changes between measurements before and after deposition. A bow caused by gravity also drops out of this difference if it is small compared with $h_s$ and the wafer rests on the same fixed points both times. On a flat table it need not drop out: the area of contact changes as the wafer bends, and the wafer's own weight can press much of the bow flat.

Take round model parameters: $E_s=150$ GPa, $\nu_s=0.25$, $h_s=700$ µm, $R=100$ mm and $h_f=0.50$ µm. The bow changes by $20$ µm, with the film side becoming concave. The biaxial modulus is $M_s=150/0.75=200$ GPa, and the curvature is

$$\kappa=\frac{2(20\times10^{-6}\ \mathrm{m})}{(0.100\ \mathrm{m})^2}=0.0040\ \mathrm{m^{-1}},$$

which corresponds to a radius of curvature of 250 m. The film force per length is

$$f=\frac{(200\times10^9\ \mathrm{Pa})(700\times10^{-6}\ \mathrm{m})^2(0.0040\ \mathrm{m^{-1}})}{6}=65.3\ \mathrm{N/m}.$$

Dividing by the film thickness gives

$$\sigma_f=\frac{65.3\ \mathrm{N/m}}{0.50\times10^{-6}\ \mathrm{m}}=131\ \mathrm{MPa}.$$

The film is in tension, as the concave film side requires. The wafer carries far smaller stresses, $-0.373$ MPa at the film face and $+0.187$ MPa at the back, because it spreads the same force over a much greater thickness. The level of zero stress lies 117 µm below the midplane.

The powers in the formula show which measurements matter most. For small independent changes,

$$\frac{\delta\sigma_f}{\sigma_f}=\frac{\delta M_s}{M_s}+2\frac{\delta h_s}{h_s}+\frac{\delta b}{b}-\frac{\delta h_f}{h_f}-2\frac{\delta R}{R}.$$

An error of 1 µm in this bow changes the inferred stress by 5 percent. An error of 1 percent in the wafer thickness changes it by 2 percent.

The derivation assumed straight normals and $\sigma_z=0$, neither of which can hold close to the rim, where the film force enters at one edge. This was tested with a three-dimensional elastic calculation for a disc with $\nu_s=0.25$ and a radius of 20 thicknesses, loaded by the inward pull at its upper rim and nothing else. The calculation makes neither assumption. The tests required agreement within 1 percent for the curvature and for the strains of both faces at half the radius. The computed ratios to the plate results are 1.00000, and the curvature is the same over the inner quarter and the inner half of the radius. In this disc the disturbance at the rim is not visible at half the radius to the printed accuracy. The wafer of the example is more slender still, with a radius of about 143 thicknesses.

The finite thickness of the film gives a first correction. Let the film have biaxial modulus $M_f$, defined in the same way as $M_s$, and a uniform misfit strain $\varepsilon_m$, the strain it would have on a perfectly rigid wafer. On the real wafer its stress is $M_f(\varepsilon_m+\varepsilon_0-\kappa z)$. This varies linearly through the film, so its mean $\bar\sigma$ is its value at the film's own midplane, $z_f=(h_s+h_f)/2$, and

$$\sigma(z)=\bar\sigma-M_f\kappa(z-z_f).$$

To find the film's moment about the wafer midplane, write $z=z_f+(z-z_f)$. The terms linear in $z-z_f$ integrate to zero over the film, and the quadratic one gives $h_f^3/12$:

$$\int_{\rm film}\sigma z\,dz=\bar\sigma h_fz_f-\frac{M_f\kappa h_f^3}{12}.$$

The moment of the wafer is still $-M_s\kappa h_s^3/12$. Setting the total to zero gives

$$\bar\sigma=\frac{\kappa\,(M_sh_s^3+M_fh_f^3)}{6h_f(h_s+h_f)}.$$

Let $\sigma_{\rm St}=M_sh_s^2\kappa/(6h_f)$ be the value from Stoney's formula, and set $t=h_f/h_s$ and $m=M_f/M_s$. Dividing, and then taking out a factor $M_sh_s^3$ above and below,

$$\frac{\sigma_{\rm St}}{\bar\sigma}=\frac{M_sh_s^2(h_s+h_f)}{M_sh_s^3+M_fh_f^3}=\frac{1+t}{1+mt^3}.$$

The numerator comes from the longer lever arm and the denominator from the film's own bending stiffness. For small $t$ the relative error is $t$, independent of the film's modulus. In the example $t=7.14\times10^{-4}$, so Stoney's formula exceeds the mean film stress by 0.071 percent. The relation was tested by minimizing the energy of a two-layer plate whose two curvatures were free to differ. They came out equal. For a film one fifth as thick as the wafer, with $m=3.08$, the ratio is 1.171, so there the simple formula overstates the mean stress by 17 percent.

The stress present in the film is not quite the stress $\sigma_0=M_f\varepsilon_m$ that a rigid wafer would hold, because the real wafer yields a little. To leading order in $t$, the film shares the strain of the wafer's upper face, which is $-4f/(M_sh_s)$ by the result above. Hence

$$\bar\sigma=\sigma_0-\frac{4M_ff}{M_sh_s}=\sigma_0-4mt\,\bar\sigma,\qquad \sigma_0=(1+4mt)\,\bar\sigma .$$

With a model film of $E_f=100$ GPa and $\nu_f=0.25$, $M_f=133$ GPa and $m=0.667$. The two-layer calculation then gives a difference of 0.19 percent between $\sigma_0$ and $\bar\sigma$, as $4mt$ predicts. Stoney's formula aims at the stress in the film as it sits on the bent wafer. A misfit strain deduced from it needs $M_f$, and for thicker films also this correction.

The second correction comes from the size of the bow. A flat disc cannot become part of a sphere by bending alone; it must also stretch. An element of length $dr$ that rises by $w'dr$ becomes longer by the fraction $w'^2/2$, to leading order. With midplane displacement $u(r)$, the midplane strains are therefore

$$e_r=u'+\frac{\kappa^2r^2}{2},\qquad e_\theta=\frac{u}{r}.$$

Let $N_r$ and $N_\theta$ be the total in-plane forces per length, film included. Radial equilibrium of a ring element requires $(rN_r)'=N_\theta$, and at the free rim $N_r(R)=0$. The wafer carries $N_r-f$ and $N_\theta-f$, so Hooke's law gives

$$E_sh_se_r=N_r-\nu_sN_\theta-(1-\nu_s)f,$$

$$E_sh_se_\theta=N_\theta-\nu_sN_r-(1-\nu_s)f .$$

Since $u=re_\theta$, we have $u'=e_\theta+re_\theta'$, and the first strain relation becomes

$$e_r-e_\theta-re_\theta'=\frac{\kappa^2r^2}{2}.$$

The constant $f$ cancels on the left. Equilibrium gives $N_r-N_\theta=-rN_r'$, so multiplying by $E_sh_s$ yields

$$-(1+\nu_s)rN_r'-rN_\theta'+\nu_srN_r'=-r(N_r+N_\theta)'=\frac{E_sh_s\kappa^2r^2}{2}.$$

Integrating once, with a constant $C$, and using $N_r+N_\theta=2N_r+rN_r'=(r^2N_r)'/r$,

$$\frac{(r^2N_r)'}{r}=C-\frac{E_sh_s\kappa^2r^2}{4}.$$

A second integration, with $N_r$ finite at the center and zero at the rim, gives

$$N_r=\frac{E_sh_s\kappa^2}{16}(R^2-r^2).$$

Now change $\kappa$ by $\delta\kappa$ at fixed $u$, keeping the shape spherical. In equilibrium the total work of the internal forces is zero. Bending changes both in-plane strains by $-z\,\delta\kappa$, so per unit area the wafer contributes $2M_s\kappa h_s^3\delta\kappa/12$ and the film $-2f(h_s/2)\delta\kappa$. Stretching contributes $N_r\,\delta e_r=N_r\kappa r^2\delta\kappa$. Summed over the disc,

$$\pi R^2\left(\frac{M_sh_s^3\kappa}{6}-fh_s\right)+2\pi\kappa\int_0^RN_rr^3\,dr=0 .$$

The remaining integral is

$$\int_0^R(R^2-r^2)r^3\,dr=\frac{R^6}{4}-\frac{R^6}{6}=\frac{R^6}{12}.$$

The last term of the balance is thus $\pi E_sh_s\kappa^3R^6/96$. Dividing by $\pi R^2h_s$ and using $E_s/M_s=1-\nu_s$,

$$f=\frac{M_sh_s^2\kappa}{6}\left[1+(1-\nu_s)\left(\frac{\kappa R^2}{4h_s}\right)^2\right].$$

A symbolic minimization of the energy, with the same spherical shape, passed the test of reproducing this expression. For a wafer forced to stay spherical, $\kappa R^2=2b$, and the correction is $(1-\nu_s)(b/2h_s)^2$. In the example $b/h_s=0.029$, and this gives 0.015 percent.

A free wafer departs from a sphere at this same order, which matters when the bow is what is measured. Let $\kappa$ now be the curvature from the linear formula, and let the slope be $\kappa r+\varphi(r)$ with a small $\varphi$. The force $N_r$ acts along the sloping midplane, so it has a component normal to the disc, which transverse shear must balance. With the bending stiffness $D=E_sh_s^3/[12(1-\nu_s^2)]$, this requires

$$D\left[\frac{(r\varphi)'}{r}\right]'=N_r\kappa r .$$

Inserting $N_r$ and integrating twice, with $\varphi$ finite at the center, gives

$$\varphi=\frac{3(1-\nu_s^2)\kappa^3}{4h_s^2}\left(\frac{R^2r^3}{8}-\frac{r^5}{24}-cr\right),\qquad c=\frac{(2+\nu_s)R^4}{12(1+\nu_s)} .$$

The constant $c$ follows from the condition that $\varphi$ adds no bending moment at the rim, $\varphi'+\nu_s\varphi/r=0$ at $r=R$. Integrating $\varphi$ from center to rim gives the change in bow. It is negative, so a given bow needs a larger film force than the linear formula says, by the fraction

$$\frac{(1-\nu_s)(17+5\nu_s)}{48}\left(\frac{b}{h_s}\right)^2 .$$

For $\nu_s=0.25$ this is about 1.5 times the spherical estimate: 0.023 percent in the example, and roughly 28 percent at $b=h_s$. Stretching makes the wafer stiffer, so the linear formula, used with the measured bow, understates the film force. All of this assumes that the wafer stays axisymmetric. At larger bow, near $b\approx1.7h_s$ for $\nu_s=0.25$, that shape becomes unstable, and even an isotropic wafer takes on two unequal curvatures.

This condition is sensitive to wafer thickness. In the linear regime $b=3fR^2/(M_sh_s^2)$, so $b/h_s$ varies as $1/h_s^3$. Halving the wafer thickness under the same film makes the bow four times larger and $b/h_s$ eight times larger. The correction grows 64-fold, to about 1.5 percent here. A thinner wafer gives a larger signal, but it leaves the linear regime sooner. These figures leave out the wafer's weight, whose sag couples to the film's bow through the same stretching. With the density of silicon, support at the rim and the concave side up, the 700 µm wafer sags about 23 µm and the before-and-after difference is off by about 0.2 percent. The halved wafer sags about 90 µm, a quarter of its thickness, and the difference is off by about 9 percent.

Both corrections in the example are far below the 5 percent that 1 µm of bow represents, so the measured inputs would limit the result there. Other failures cannot be judged from $t$ and $b/h_s$. If the film is cracked or patterned, it has edges inside the wafer area, and its pull no longer enters at the outer rim alone. If its stress varies from place to place, neighboring pulls do not cancel, and inserting the local curvature into the formula is no longer justified by this derivation. If the wafer's stiffness depends on direction, the single modulus $M_s$ and the equality of the two curvatures must be re-examined. The computed values for the example and the tests are collected in the numerical output.

## Calculated quantities

```
Wafer Young's modulus: 150.0 GPa
Wafer Poisson ratio: 0.25
Wafer thickness: 700.0 um
Wafer radius: 100.0 mm
Film thickness: 0.50 um
Bow change: 20.0 um
Wafer biaxial modulus: 200.00 GPa
Curvature change: 0.00400 1/m
Radius of curvature: 250.00 m
Film force per length: 65.333 N/m
Film stress from Stoney's formula: 130.67 MPa
Wafer midplane strain: -4.6667e-07
Wafer stress at film face: -0.3733 MPa
Wafer stress at back face: 0.1867 MPa
Height z of zero wafer stress: -116.67 um
Film Young's modulus (corrections only): 100.0 GPa
Film Poisson ratio (corrections only): 0.25
Film biaxial modulus: 133.33 GPa
Film/wafer thickness ratio: 7.1429e-04
Mean film stress, two-layer plate: 130.57 MPa
Film stress on a rigid wafer: 130.82 MPa
Stoney excess over mean stress: 0.0714 %
Rigid-wafer excess over mean: 0.1907 %
Bow/wafer thickness ratio: 0.0286
Finite-bow correction to film force: 0.0153 %
3D disc/Stoney curvature ratio, inner half: 1.00000
3D disc/Stoney curvature ratio, inner quarter: 1.00000
3D disc/plate strain ratio, film face: 1.00000
3D disc/plate strain ratio, back face: 1.00000
Thick-film test, thickness ratio: 0.20
Thick-film test, biaxial modulus ratio: 3.0769
Thick-film test, Stoney/mean stress: 1.1712
```
